Energy levels of the sp configuration in intermediate coupling, part 1

(Sections cited here and not found follow in the second part.)

The sp configuration in intermediate coupling

1. Definitions and conventions

Hartree atomic units are used throughout (ħ = mₑ = e = 4πε₀ = 1), and energies are in hartree, Eh. The atom has one s electron and one p electron outside closed shells. The two open-shell orbitals are

φ_s = [P_s(r)/r] Y₀₀,   φ_m = [P_p(r)/r] Y₁ₘ,   m = 1, 0, −1,

with real radial functions normalised as ∫P² dr = 1. The spin functions are α (up) and β (down). Phases follow the Condon-Shortley convention. The ladder operators have real positive matrix elements,

j± |j m⟩ = √[j(j+1) − m(m±1)] |j m±1⟩,

and in a coupled state of highest projection the coefficient belonging to the largest projection of the first angular momentum is positive.

The basis states are two-electron determinants with the s electron written first,

|m; στ⟩ = (1/√2) [a(1) b(2) − b(1) a(2)],   a = φ_s σ,   b = φ_m τ.

With three values of m and two each of σ and τ there are 12 states. The model rests on three assumptions.

(i) Only these 12 states are kept, and all of them use the same P_s and P_p.

(ii) The kinetic energy, the nuclear attraction and the interaction with the closed shells give one constant, the same for all 12 states. A closed shell is spherical and has no net spin, so it cannot distinguish values of m, σ or τ.

(iii) The only magnetic term is the one-electron spin-orbit operator Σᵢ ξ(rᵢ) lᵢ·sᵢ. Spin-spin and spin-other-orbit terms between the two open-shell electrons are neglected.

The radial parameters are

F⁰ = ∬ P_s(r₁)² (1/r>) P_p(r₂)² dr₁ dr₂
G¹ = ∬ P_s(r₁)P_p(r₁) (r</r>²) P_s(r₂)P_p(r₂) dr₁ dr₂
ζ = ∫ P_p(r)² ξ(r) dr

where r< and r> are the smaller and larger of r₁ and r₂. The abbreviation K = G¹/3 is used, and ζ > 0 is assumed unless stated.

2. Operators acting on the labels

Let O be symmetric in the two electrons. Expanding both determinants gives four terms with the prefactor ½. Relabelling 1 ↔ 2 shows that they are equal in pairs, so

⟨|ab| O |cd|⟩ = ⟨ab|O|cd⟩ − ⟨ab|O|dc⟩,

where ⟨ab|O|cd⟩ has electron 1 in a and c, and electron 2 in b and d. For a one-electron sum O = f(1) + f(2) this becomes

⟨a|f|c⟩⟨b|d⟩ + ⟨a|c⟩⟨b|f|d⟩ − ⟨a|f|d⟩⟨b|c⟩ − ⟨a|d⟩⟨b|f|c⟩.

Here a and c are s spin-orbitals while b and d are p spin-orbitals, so the overlaps ⟨b|c⟩ and ⟨a|d⟩ vanish and only the first two terms remain. Within the configuration a one-electron operator therefore acts as f on the s label plus f on the p label. This gives a meaning to "the spin of the s electron", s_s, which acts on σ, and "the spin of the p electron", s_p, which acts on τ, although the electrons themselves are indistinguishable. The total spin is S = s_s + s_p. Since l φ_s = 0, the total orbital angular momentum L equals l acting on m, and the spin-orbit operator reduces to

H_so = ζ l·s_p.

3. The Coulomb interaction

The multipole expansion is

1/r₁₂ = Σₖ (r<ᵏ/r>ᵏ⁺¹) [4π/(2k+1)] Σ_q Y*ₖq(1) Yₖq(2).

Because Y₀₀ = 1/√(4π) is a constant, every angular integral that occurs reduces to orthonormality of two spherical harmonics.

In the direct term ⟨φ_s φ_m|1/r₁₂|φ_s φ_m′⟩ the integral for electron 1 is ∫Y₀₀ Y*ₖq Y₀₀ dΩ = δₖ₀/√(4π). With k = 0 the integral for electron 2 is ∫Y*₁ₘ Y₀₀ Y₁ₘ′ dΩ = δₘₘ′/√(4π). The prefactor is 4π, so the direct term equals δₘₘ′ F⁰.

In the exchange term ⟨φ_s φ_m|1/r₁₂|φ_m′ φ_s⟩ the two angular integrals are

electron 1:  ∫Y₀₀ Y*ₖq Y₁ₘ′ dΩ = δₖ₁ δ_q,m′ /√(4π)
electron 2:  ∫Y*₁ₘ Yₖq Y₀₀ dΩ = δₖ₁ δ_q,m /√(4π)

Only k = 1 survives, the prefactor is 4π/3, and the radial factor is G¹. Hence

⟨φ_s φ_m|1/r₁₂|φ_m′ φ_s⟩ = (4π/3)(1/4π) δₘₘ′ G¹ = δₘₘ′ K.

The result is proportional to the unit matrix in m, so it holds for any normalised p orbital, for instance the real p_x. For p_x the integral is the Coulomb self-interaction of the real density φ_s φ_x, which in Fourier space is an integral of |ρ(k)|² times the positive kernel 4π/k². Therefore K > 0 and G¹ > 0 for any radial functions, nodes or not.

The factor 1/3 was checked numerically with φ_s ∝ exp(−0.5 r²) and φ_x ∝ x exp(−0.3 r²), exponents in bohr⁻². Radial quadrature gives F⁰ = 0.54703240 Eh and G¹ = 0.24292557 Eh, so G¹/3 = 0.08097519 Eh. The six-dimensional exchange integral evaluated with the analytic Gaussian formulas, which make no use of the multipole expansion, is 0.08097519 Eh.

The spin factors follow from the rule of part 2. In the direct term electron 1 keeps the s label, which gives δ_σσ′ δ_ττ′. In the exchange term electron 1 goes from τ′ to σ and electron 2 from σ′ to τ:

⟨m; στ|1/r₁₂|m′; σ′τ′⟩ = δₘₘ′ [F⁰ δ_σσ′ δ_ττ′ − K δ_στ′ δ_τσ′].

The last product of deltas is the matrix of the operator P that swaps the two spin labels, so the Coulomb operator is F⁰ − K P. The spin combinations, with the s label first, are

T₊ = αα,   T₀ = (αβ + βα)/√2,   T₋ = ββ,   S₀ = (αβ − βα)/√2.

The triplet has P = +1 and the singlet has P = −1. From here on energies are measured from F⁰ plus the constant of assumption (ii). The term ³P then lies at −K, the term ¹P at +K, and

H = −K P + ζ l·s_p.

The singlet-triplet gap is 2K = 2G¹/3. In terms of the subscripted parameter G₁ = G¹/3, which equals K, the same gap is 2G₁. The symbols G₁ and G¹ differ by a factor of 3.

4. Spin-orbit matrix in the LS basis

The operator P commutes with L and with S, and so with J = L + S. The operator l·s_p = ½(j² − l² − s_p²), with j = l + s_p, commutes with j and with s_s, and so with J = j + s_s. It does not commute with L or S separately. H is therefore diagonal in J and M, with energies independent of M. The triplet gives J = 0, 1, 2 and the singlet gives J = 1, which accounts for 1 + 3 + 5 + 3 = 12 states. The levels ³P₀ and ³P₂ are alone in their J and are exact eigenstates for all K and ζ. Only the two J = 1 levels mix.

For the diagonal elements write

s_p = ½ S + ½ D,   D = s_p − s_s.

Swapping the labels reverses D, so that P D P = −D. For two states u and v with the same eigenvalue of P, ⟨u|D|v⟩ = ⟨u|P D P|v⟩ = −⟨u|D|v⟩, so the element vanishes. D connects only singlet with triplet. Inside the triplet l·s_p therefore acts as ½ L·S, with

L·S = ½[J(J+1) − L(L+1) − S(S+1)] = ½[J(J+1) − 4].

This equals 1, −1 and −2 for J = 2, 1 and 0, and the spin-orbit energies are ζ/2, −ζ/2 and −ζ. Inside the singlet both S and D have zero matrix elements, so the diagonal energy is zero. The coefficient of L·S is ζ/2 and not ζ, because only one of the two spins feels the coupling. The two unmixed levels are

E₀ = −K − ζ,   E₂ = −K + ζ/2.

The off-diagonal element needs explicit states, and M = 1 is the simplest choice. The singlet is |¹P₁⟩ = |1; S₀⟩. The triplet is a combination of |1; T₀⟩ and |0; T₊⟩ that J₊ annihilates. Since J₊|1; T₀⟩ = √2|1; T₊⟩ and J₊|0; T₊⟩ = √2|1; T₊⟩, the coefficients are opposite, and with L coupled first the m = 1 term is positive:

|³P₁⟩ = (|1; T₀⟩ − |0; T₊⟩)/√2.

Now apply l·s_p = l_z s_z + ½(l₊s₋ + l₋s₊), where the spin operators act on the second label, to |1; S₀⟩ = (|1; αβ⟩ − |1; βα⟩)/√2. The three pieces are

l_z s_z:  (−½|1; αβ⟩ − ½|1; βα⟩)/√2 = −½|1; T₀⟩
½ l₋s₊:  ½ · √2 · |0; αα⟩/√2 = +½|0; T₊⟩
½ l₊s₋:  0, because l₊ annihilates m = 1.

In the second line s₊ turns αβ into αα and annihilates βα. The sum is

l·s_p|¹P₁⟩ = −½(|1; T₀⟩ − |0; T₊⟩) = −(1/√2)|³P₁⟩.

In the basis (|³P₁⟩, |¹P₁⟩) the J = 1 matrix is

H₁₁ = −K − ζ/2,   H₁₂ = H₂₁ = −ζ/√2,   H₂₂ = K.

A check is available at K = 0. The matrix then has trace −ζ/2 and determinant −ζ²/2, so its eigenvalues are −ζ and ζ/2. These must be the one-electron values ½ζ[j(j+1) − 2 − ¾], which are −ζ for j = ½ and ζ/2 for j = 3/2, and they are.

The sign of H₁₂ is a convention. Writing the p spin first reverses S₀, hence H₁₂, hence the sign of the mixing angle below. Energies and squared amplitudes do not change.

5. Levels and mixing angle

The mean of the diagonal elements is −ζ/4 and half their difference is K + ζ/4. Define

A = K + ζ/4,   B = ζ/√2,   R = √(A² + B²),

so that H₁₁ = −ζ/4 − A, H₂₂ = −ζ/4 + A and H₁₂ = −B. Define θ by A = R cos2θ and B = R sin2θ. Both A and B are positive, so 0 < θ < 45°. Apply the traceless part of the matrix to the vector (cosθ, sinθ):

first row:  −R(cos2θ cosθ + sin2θ sinθ) = −R cosθ
second row:  −R(sin2θ cosθ − cos2θ sinθ) = −R sinθ

The identities used are those for cos(2θ − θ) and sin(2θ − θ). The vector is an eigenvector with eigenvalue −R. The orthogonal vector (−sinθ, cosθ) must then have the eigenvalue +R, since the trace is zero. The results are

|−⟩ = cosθ |³P₁⟩ + sinθ |¹P₁⟩
|+⟩ = −sinθ |³P₁⟩ + cosθ |¹P₁⟩
E± = −ζ/4 ± √[(K + ζ/4)² + ζ²/2]
tan2θ = B/A = 2√2 ζ/(4K + ζ) = 6√2 ζ/(4G¹ + 3ζ).

The term ζ in the denominator comes from the diagonal spin-orbit shift of ³P₁, which widens the gap from 2K to 2K + ζ/2. Without it θ would be too large by the fraction ζ/4K at small ζ/K and would tend to 45° at large ζ/K. With it, tan2θ rises monotonically with ζ/K to the bound 2√2. The angle θ₀ with tanθ₀ = 1/√2 has tan2θ₀ = √2/(1 − ½) = 2√2, so θ < θ₀ = 35.264°. The singlet weight sin²θ of the lower level never exceeds sin²θ₀ = 1/3, and the label ³P₁ names its largest LS component at every coupling strength.

6. Houston's relation

The four levels depend on three numbers, namely the common constant, K and ζ. One relation among the levels must therefore hold identically. It follows from the characteristic polynomial of the J = 1 matrix, which can be written in two ways:

p(x) = (x + K + ζ/2)(x − K) − ζ²/2 = (x − E₊)(x − E₋).

Evaluate the first form at the two unmixed levels. At x = E₀ = −K − ζ the brackets are −ζ/2 and −2K − ζ:

p(E₀) = (ζ/2)(2K + ζ) − ζ²/2 = Kζ.

At x = E₂ = −K + ζ/2 the brackets are ζ and −2K + ζ/2:

p(E₂) = ζ(−2K + ζ/2) − ζ²/2 = −2Kζ.

The ζ² terms cancel in both lines, and they do so only because H₁₂² is exactly ζ²/2. The second form gives p(E₀) = (E₊ − E₀)(E₋ − E₀), where both signs have been reversed, and p(E₂) = −(E₊ − E₂)(E₂ − E₋), where one has. Therefore

(E₋ − E₀)(E₊ − E₀) = Kζ
(E₂ − E₋)(E₊ − E₂) = 2Kζ

and eliminating Kζ gives Houston's relation,

(E₂ − E₋)(E₊ − E₂) = 2 (E₋ − E₀)(E₊ − E₀).

It contains only differences of levels, so the zero of energy does not matter, and both sides are quadratic in energy, so the unit does not matter.

The same two values fix the order of the levels. The parabola p(x) is negative only between its roots, and p(E₂) < 0, so E₋ < E₂ < E₊. Since p(E₀) > 0, E₀ lies outside the roots, and since E₀ = −K − ζ is below their mean −ζ/4, it lies below both. Thus

E₀ < E₋ < E₂ < E₊

for all K > 0 and ζ > 0. Levels of different J are allowed by symmetry to cross, but under the assumptions of part 1 they do not.

Define the triplet interval ratio r = (E₂ − E₋)/(E₋ − E₀). Houston's relation reads

r = 2 (E₊ − E₀)/(E₊ − E₂).

Since E₀ < E₂ the fraction exceeds one, so r > 2. The Landé interval rule for ³P, intervals ζ and ζ/2, is r = 2. Mixing pushes the lower J = 1 level down, which enlarges the upper interval and shrinks the lower one.

Nothing in the evaluation of p used the sign of ζ, so the relation also holds for ζ < 0. The order of levels changes in that case, and the bound sin²θ < 1/3 no longer holds in general. The singlet weight reaches 1/3 at ζ = −2K, where |tan2θ| = 2√2, and the mixing passes through 45° in magnitude at ζ = −4K, where A changes sign.

7. Parameters from the levels

Subtracting the unmixed levels gives E₂ − E₀ = 3ζ/2. The trace of the J = 1 matrix gives E₊ + E₋ = −ζ/2, while E₂ + E₀ = −2K − ζ/2, and the difference of these two sums is 2K. Hence

ζ = (2/3)(E₂ − E₀)
G¹ = (3/2)(E₊ + E₋ − E₂ − E₀).

The angle also follows from the levels. Inverting the rotation gives |³P₁⟩ = cosθ|−⟩ − sinθ|+⟩, so

H₁₁ = E₋ cos²θ + E₊ sin²θ = E₋ + (E₊ − E₋) sin²θ.

The unperturbed position H₁₁ is known from the unmixed levels, since (2E₀ + E₂)/3 = (−3K − 3ζ/2)/3 = −K − ζ/2. Therefore

sin²θ = [(2E₀ + E₂)/3 − E₋]/(E₊ − E₋).

The numerator is the depression of ³P₁ below its Landé position.

Houston's relation can be solved for the upper level. From r(E₊ − E₂) = 2(E₊ − E₀), collecting E₊ gives E₊ = (rE₂ − 2E₀)/(r − 2), and subtracting E₀ gives

E₊ − E₀ = r (E₂ − E₀)/(r − 2).

The position of ¹P₁ is predicted from the triplet alone, but near the LS limit the prediction is ill-conditioned. Taking the logarithmic derivative at fixed E₂ − E₀, d ln(E₊ − E₀)/dr = 1/r − 1/(r − 2) = −2/[r(r − 2)]. A relative error in r is multiplied by 2/(r − 2), which is large near the LS limit.

8. The LS limit, ζ ≪ K

For B ≪ A the root expands as R = A + B²/2A − B⁴/8A³ + …. The second term is

B²/2A = ζ²/(4K + ζ) = ζ²/4K − ζ³/16K² + ζ⁴/64K³ − …,

and the third is −ζ⁴/32K³ to leading order. Through third order in ζ,

E₋ = −K − ζ/2 − ζ²/4K + ζ³/16K²
E₊ = K + ζ²/4K − ζ³/16K².

The two J = 1 levels are pushed apart by equal amounts, as the fixed trace requires. The fourth-order contribution to the shift R − A is ζ⁴/64K³ − ζ⁴/32K³ = −ζ⁴/64K³. For the angle, tan2θ = 2θ up to cubic terms, so

θ ≈ B/2A = √2 ζ/(4K + ζ) ≈ [ζ/(2√2 K)](1 − ζ/4K).

The leading term is the first-order perturbation amplitude, the coupling ζ/√2 divided by the gap 2K. The interval ratio is

r ≈ (ζ + ζ²/4K)/(ζ/2 − ζ²/4K) = 2(1 + ζ/4K)/(1 − ζ/2K) ≈ 2(1 + 3ζ/4K).

Houston's form gives the same result, since 2(2K + ζ)/(2K − ζ/2) = 2(1 + ζ/2K)/(1 − ζ/4K) ≈ 2(1 + 3ζ/4K). The departure from the Landé rule is first order in ζ/K, like θ, whereas the singlet weight sin²θ ≈ ζ²/8K² is second order. A state that is very nearly pure triplet can therefore show a visible violation of the interval rule.

This part has derived the four levels and the mixing angle for any K > 0 and ζ > 0, Houston's relation, the formulas that recover the parameters from the levels, and the LS limit. What remains is the jj limit, the g factors and intensities, the failures of the model, and the numerical results for a worked example and across the range of coupling.

Numbers in the example were calculated in double precision.
